# Gauge freedom in local hybrids and spurious repulsion between closed-shell atoms

**Question.** A local hybrid mixes exact and semilocal exchange with a weight that varies from point to point. Why does its energy depend on a convention that has no effect on either ingredient, what does this do to two distant closed-shell atoms, and how far can a calibration function repair it?

**Answer.**

### An energy density is a convention

Hartree atomic units are used, with closed shells and real occupied orbitals $\phi_i$. The exact exchange energy is

$$E_x^{\rm ex}=-\sum_{ij}\iint\frac{\phi_i(\mathbf r)\phi_j(\mathbf r)\,\phi_i(\mathbf r')\phi_j(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'.$$

It is a sum over pairs of points. To obtain an energy density, each pair's energy must be assigned to a place. The conventional choice assigns it to $\mathbf r$:

$$e_{\rm ex}(\mathbf r)=-\sum_{ij}\phi_i(\mathbf r)\phi_j(\mathbf r)\int\frac{\phi_i(\mathbf r')\phi_j(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r'.$$

Assigning it to the midpoint of $\mathbf r$ and $\mathbf r'$ would give another function with the same integral. In general one may add any $G$ with $\int G\,d\mathbf r=0$. This is the gauge freedom. A convenient form is $G=\nabla\cdot\mathbf F$, with $\mathbf F$ decaying fast enough for the surface term at infinity to vanish.

A semilocal energy density $e_{\rm sl}$ has the same freedom, and nothing guarantees that its gauge matches that of $e_{\rm ex}$. The local hybrid nevertheless combines the two point by point:

$$E_x^{\rm LH}=\int\left[g\,e_{\rm ex}+(1-g)\,e_{\rm sl}\right]d\mathbf r .$$

Replace $e_{\rm sl}$ by $e_{\rm sl}+G$. The semilocal energy is unchanged, but the local hybrid changes by

$$\int(1-g)G\,d\mathbf r=-\int g\,\nabla\cdot\mathbf F\,d\mathbf r=\int\mathbf F\cdot\nabla g\,d\mathbf r. \tag{1}$$

The first equality uses $\int G=0$; the second is integration by parts. A constant $g$ makes the result zero, so a global hybrid is immune. Conversely, if $\nabla g\neq0$ in some region, choosing $\mathbf F=w\nabla g$ with a positive, localized $w$ gives a positive change. Immunity to every choice of $\mathbf F$ therefore requires a uniform $g$.

The error does not need an inaccurate semilocal functional. Mix exact exchange with itself, using $e_{\rm ex}$ for one ingredient and $e_{\rm ex}+G$ for the other. Both ingredients integrate to the exact exchange energy, yet the local mixture misses it by (1).

### Where the two densities disagree

Take LDA exchange as the semilocal ingredient,

$$e_{\rm LDA}=-C\rho^{4/3},\qquad C=\tfrac34\left(\tfrac3\pi\right)^{1/3}=0.7386,$$

where $\rho=2\sum_i\phi_i^2$, and define $\Delta e=e_{\rm ex}-e_{\rm LDA}$. In an atomic tail dominated by one orbital $\phi$, we have $\phi^2=\rho/2$. The potential of the normalized distribution $\phi^2$ tends to $1/r$, so

$$e_{\rm ex}\to-\frac{\rho}{2r}.$$

The LDA energy per electron, $-C\rho^{1/3}$, instead dies exponentially. Hence $\Delta e<0$ in the tail.

For the beryllium atom, Hartree-Fock orbitals give the following energies per electron, in hartree. The last column belongs to the calibration function constructed below.

| $r$ (bohr) | exact | LDA | calibration |
|---:|---:|---:|---:|
| 4 | −0.1224 | −0.0800 | −0.0423 |
| 5 | −0.0994 | −0.0498 | −0.0491 |
| 6 | −0.0832 | −0.0306 | −0.0534 |
| 8 | −0.0625 | −0.0114 | −0.0583 |

At 8 bohr the exact value equals $-1/(2r)$ to the digits shown, while LDA supplies less than a fifth of it. Over the whole atom the disagreement is much milder: the exchange energies are −2.6669 hartree (exact) and −2.3124 hartree (LDA), a 13% difference relative to exact exchange. Since this difference is not zero, $\Delta e$ cannot be a gauge function alone. It also contains a true error of LDA, and the division between the two is not unique.

### Why a second atom matters

Choose the weight

$$g=\frac{\tau_W}{\tau},\qquad \tau_W=\frac{|\nabla\rho|^2}{8\rho},\qquad \tau=\sum_i|\nabla\phi_i|^2 .$$

If one orbital dominates, $\rho=2\phi^2$ gives $\nabla\rho=4\phi\nabla\phi$. Thus $\tau_W=|\nabla\phi|^2=\tau$ and $g=1$. The tail of an isolated beryllium atom is then described by exact exchange, and the poor LDA energy density there does no harm.

Now place two atoms at $z=\mp h$, with $h=R/2$. Let their tail densities be $a$ and $b$, each from one doubly occupied orbital. To leading order in the overlap, $\rho=a+b$. Treat each tail as a local exponential with density decay constant $\kappa$:

$$\nabla a=-\kappa a\,\mathbf n_A,\qquad \nabla b=-\kappa b\,\mathbf n_B,$$

where the unit vectors point away from the nuclei. An orbital proportional to $\sqrt a$ has $|\nabla\phi|^2=|\nabla a|^2/(8a)=\kappa^2a/8$, so $\tau=\kappa^2(a+b)/8$. With $\mathbf n_A\cdot\mathbf n_B=\cos\gamma$,

$$g=\frac{|\nabla\rho|^2}{8\rho\tau}=\frac{a^2+b^2+2ab\cos\gamma}{(a+b)^2},\qquad
1-g=\frac{2ab(1-\cos\gamma)}{(a+b)^2}. \tag{2}$$

On the axis between the nuclei $\cos\gamma=-1$, and $g=[(a-b)/(a+b)]^2$. It falls to zero at the midpoint. There the two density gradients cancel, but the kinetic energy densities add.

The weight therefore turns exact exchange off where LDA has too little exchange energy density. From the definition of the hybrid,

$$E_x^{\rm LH}-E_x^{\rm ex}=-\int(1-g)\,\Delta e\,d\mathbf r. \tag{3}$$

Call $W$ the value of (3) for the pair minus its values for the separate atoms. The inner atomic regions nearly cancel. In the isolated tails $1-g$ is nearly zero, so they have little to subtract from the region between the atoms. What remains is positive when $\Delta e<0$ there: a repulsion in excess of exact exchange.

### From the mechanism to a formula

The integral can be estimated. Consider a point on the midplane at distance $d$ from both nuclei. Its unit vectors have axial components $\pm h/d$ and equal components within the plane. Hence

$$\cos\gamma=\frac{d^2-h^2}{d^2}-\frac{h^2}{d^2}=1-\frac{2h^2}{d^2}.$$

For a small axial displacement $z$, the distances change by $\pm zh/d$. The densities become $a=\rho_0e^{-u}$ and $b=\rho_0e^{u}$, where $u=\kappa zh/d$ and $\rho_0$ is the density of one atom at distance $d$. Keeping $\gamma$ at its midplane value, (2) gives

$$\rho(1-g)=\frac{4h^2}{d^2}\frac{ab}{a+b}=\frac{2h^2}{d^2}\frac{\rho_0}{\cosh u}.$$

Since $dz=(d/\kappa h)\,du$ and $\int_{-\infty}^{\infty}du/\cosh u=\pi$,

$$\int\rho(1-g)\,dz=\frac{2\pi h}{\kappa d}\rho_0(d).$$

Next integrate over the midplane. Its radius $s$ satisfies $s^2=d^2-h^2$, so the area element is $2\pi s\,ds=2\pi d\,dd$. The factor $d$ cancels:

$$J=\int\rho(1-g)\,d\mathbf r
=\frac{4\pi^2h}{\kappa}\int_h^\infty\rho_0(d)\,dd
=\frac{4\pi^2h\,\rho_0(h)}{\kappa^2}
=\frac{\pi^2R\,\rho_{\rm mid}}{\kappa^2}. \tag{4}$$

The last step uses $\rho_{\rm mid}=2\rho_0(h)$. Physically, $J$ is the number of electrons, weighted by $1-g$, that have lost exact exchange between the atoms.

Each of these electrons costs $\delta=-\Delta e/\rho$. On the midplane

$$\delta(d)\simeq\frac1{2d}-C[2\rho_0(d)]^{1/3},\qquad
\delta'(d)\simeq-\frac1{2d^2}+\frac{\kappa}{3}C[2\rho_0(d)]^{1/3}.$$

The normalized weight in the $d$ integral is $\kappa e^{-\kappa(d-h)}$, for which the mean of $d-h$ is $1/\kappa$. To first order,

$$W\simeq J\bar\delta,\qquad \bar\delta=\delta(h)+\frac{\delta'(h)}{\kappa}. \tag{5}$$

Two conditions are visible. The estimate needs small overlap, and its positive sign needs $\bar\delta>0$. When the atoms approach, the LDA term grows with the midpoint density and can reverse the sign of this estimate of $\delta(h)$. For beryllium, with atomic exact values, that happens between 7 and 6 bohr. The small-overlap condition has failed by then: in the actual pair $-\Delta e/\rho$ at the midpoint is still +0.012 hartree at 5 bohr.

The range also follows. Apart from powers of $R$ and the variation of $\bar\delta$, $W$ follows $\rho_{\rm mid}\sim e^{-\kappa R/2}$. Pauli repulsion is of second order in the orbital overlap $S$. Since orbitals decay as $e^{-\kappa r/2}$, $S^2\sim e^{-\kappa R}$ apart from powers of $R$. These powers still matter at the distances used below: between 10 and 12 bohr the squared overlap of the beryllium 2s orbitals decays at 1.17 bohr⁻¹, against $\kappa\approx1.45$ bohr⁻¹. The spurious repulsion reaches farther.

### Two beryllium atoms

The pair was computed at 8, 10 and 12 bohr by restricted Hartree-Fock, with 16 s and 5 p even-tempered Gaussian exponents per atom. All exchange expressions use these same orbitals, and correlation is omitted. The energy densities were integrated by Gauss-Legendre quadrature in prolate spheroidal coordinates, with the separate atom on the same grid. The last digits quoted below belong to this basis. With 20 s, 6 p and 2 d exponents, the Hartree-Fock interaction falls from 0.607 to 0.573 millihartree at 8 bohr and from 0.063 to 0.061 at 10 bohr. The exact exchange interaction at 10 bohr moves from −0.233 to −0.227, and the LDA excess grows in magnitude by up to 3%. $W$ and the gauge shift grow by about 0.5%, decay rates move by up to 0.01 bohr⁻¹, and the ratios of $W$ to the Hartree-Fock repulsion become 6, 20 and 71. The atomic calibration entry at 8 bohr becomes −0.0591 hartree. The value of $\alpha$, the calibrated excess and all signs are unchanged.

Between 10 and 12 bohr the midpoint density falls at a mean logarithmic rate of 0.726 bohr⁻¹. Equating this to $\kappa/2$ gives $\kappa=1.452$ bohr⁻¹. For $R=10$ bohr, $\rho_{\rm mid}=6.055\times10^{-4}$ bohr⁻³, and (4) gives

$$J=\frac{\pi^2(10)(6.055\times10^{-4})}{(1.452)^2}=0.0283.$$

The LDA energy per electron at the midpoint is $-0.7386\,(6.055\times10^{-4})^{1/3}=-0.0625$ hartree. With the atomic exact value at 5 bohr, $\delta(h)=0.0994-0.0625=0.0369$ hartree. The slope is $-0.0200+0.484(0.0625)=0.0102$ hartree/bohr. Therefore $\bar\delta=0.0369+0.0102/1.452=0.044$ hartree, and $W\simeq1.25$ millihartree. The same arithmetic at the other distances gives:

| $R$ (bohr) | $J$ | $\bar\delta$ (hartree) | $W$ from (5) (millihartree) | $W$ computed (millihartree) |
|---:|---:|---:|---:|---:|
| 8 | 0.094 | 0.034 | 3.2 | 3.27 |
| 10 | 0.028 | 0.044 | 1.2 | 1.19 |
| 12 | 0.0080 | 0.048 | 0.38 | 0.36 |

The agreement is closer than the approximations entitle one to expect, and it rests partly on cancelling errors. Besides tail prefactors and curvature, the estimate neglects the non-additivity of exact exchange: at the midpoint of the pair the exact energy per electron is −0.1301 hartree at 8 bohr and −0.1018 at 10 bohr, against the atomic −0.1224 and −0.0994. The size and trend are nevertheless explained.

The role of the dip can also be isolated numerically. Replace the pair's $g$ by the density-weighted mean of the two atomic weights, which stays near one between the atoms. The change in $\int g\,\Delta e$ caused by restoring the true $g$ is 3.38, 1.20 and 0.36 millihartree at the three distances. Thus the dip alone reproduces $W$ to within 4%.

At 10 bohr the exchange contributions to the interaction are −0.233 (exact), −0.609 (LDA) and +0.957 millihartree (local hybrid). A constant mixture with a fraction between zero and one must lie between the first two values. The local hybrid lies above both. Its total interaction energy is 1.253 millihartree, against 0.063 in Hartree-Fock.

From 10 to 12 bohr, $W$ decays at 0.593 bohr⁻¹ and the Hartree-Fock repulsion at 1.245 bohr⁻¹. Consequently $W$ is about 5 times that repulsion at 8 bohr, 19 times at 10 bohr and 70 times at 12 bohr. At 12 bohr the Hartree-Fock interaction is only 0.005 millihartree.

A smaller admixture weakens the effect. With $g=c\,\tau_W/\tau$, the energy is $E_x^{\rm LDA}+c\int(\tau_W/\tau)\Delta e\,d\mathbf r$, which is linear in $c$. At 10 bohr the excess over exact exchange is therefore $-0.377+1.566c$ millihartree. It is positive for $c>0.24$. The corresponding thresholds are 0.37 at 8 bohr and 0.16 at 12 bohr. Excess repulsion is thus a property of the chosen weight and ingredients, not of every local hybrid.

### A calibration function

We want a $G$ that resembles $\Delta e$ in the tails but integrates to zero. Choose

$$\mathbf F=-\alpha\sqrt{\frac{\rho}{8\tau}}\,\nabla\rho,\qquad G=\nabla\cdot\mathbf F, \tag{6}$$

and replace $e_{\rm LDA}$ by $e_{\rm LDA}+G$. Squaring (6) gives $|\mathbf F|=\alpha\rho\sqrt g$, so the flux vanishes at infinity with the density. At a nuclear cusp $G$ can diverge as $1/r$, which is integrable, and the flux through a shrinking sphere vanishes.

The number $\alpha$ is dimensionless. Under $\rho(\mathbf r)\to\lambda^3\rho(\lambda\mathbf r)$, the square root scales as $\lambda^{-1}$ and $\nabla\rho$ as $\lambda^4$. Thus $\mathbf F$ scales as $\lambda^3$ and $G$ as $\lambda^4$, like an exchange energy density. For a uniform density $G=0$.

In a spherical one-orbital tail, $F_r=\alpha\rho$ and

$$G=\frac1{r^2}\frac{d}{dr}(r^2\alpha\rho)=-\alpha\rho\left(\kappa-\frac2r\right),\qquad \kappa=-\frac{\rho'}{\rho}.$$

Between two equal tails, $\sqrt{\rho/(8\tau)}=1/\kappa$. Then $\mathbf F=-(\alpha/\kappa)(\nabla a+\nabla b)$ is the sum of the atomic fluxes. Its divergence is the sum of the two atomic functions $G$, which is negative wherever both nuclei are farther away than $2/\kappa$. The factor $1-g$ is positive and large between the atoms, so this region contributes a negative amount to $\int(1-g)G\,d\mathbf r$, the first form of (1). The calibration therefore counteracts the repulsion.

To fix $\alpha$, require $G$ and $\Delta e$ to have equal integrals outside a sphere of radius $r_0$ around one atom. Gauss's theorem gives

$$\int_{r>r_0}G\,d\mathbf r=-4\pi r_0^2F_r(r_0),\qquad
\alpha=-\frac{\int_{r>r_0}\Delta e\,d\mathbf r}{4\pi r_0^2\rho(r_0)\sqrt{g(r_0)}}.$$

For beryllium and $r_0=4$ bohr, radial quadrature gives $\alpha=0.0470$. No information about the pair enters. The first table shows the quality of the match: at 5 bohr $\Delta e/\rho=-0.0496$ hartree, while $G/\rho=-0.0491$ hartree. At 8 bohr the values are −0.0511 and −0.0583 hartree. The match must eventually fail, because $G/\rho$ tends to $-\alpha\kappa$ while $\Delta e/\rho$ tends to zero as $-1/(2r)$.

### What calibration repairs, and what it leaves

Excess energies relative to exact exchange, in millihartree, are:

| $R$ (bohr) | LDA | local hybrid | gauge shift | calibrated |
|---:|---:|---:|---:|---:|
| 8 | −1.889 | 3.273 | −3.738 | −0.464 |
| 10 | −0.377 | 1.190 | −1.307 | −0.117 |
| 12 | −0.070 | 0.363 | −0.397 | −0.033 |

At 10 bohr the sum is $1.190-1.307=-0.117$ millihartree. The magnitude of the error has fallen by a factor of ten, from 3.12 to 0.31 kJ/mol. The shift is purely a gauge effect, since $G$ leaves both parent energies unchanged.

The negative remainder has an identifiable source. After calibration, (3) contains $\Delta e-G$ in place of $\Delta e$. Suppose $G$ matched $\Delta e$ perfectly in each atomic tail. Exact exchange and $G$ are additive to leading order in the overlap, but LDA exchange is not:

$$\Delta e-G\simeq C\left[(a+b)^{4/3}-a^{4/3}-b^{4/3}\right]>0 .$$

Equation (3) then gives a negative excess. This is part of the error that makes LDA exchange too attractive here, weighted by $1-g$. The argument gives the sign of the remainder, not its size. Integrated with $1-g$, this term is −0.94, −0.16 and −0.026 millihartree at 8, 10 and 12 bohr. The neglected non-additivity of exact exchange has the opposite sign and cancels about a third of it at 8 bohr and a fifth at 12 bohr. That of $G$ is also positive: +0.072, +0.018 and +0.002 millihartree. The imperfect atomic match also contributes, with a sign that depends on distance: in the atom $(\Delta e-G)/\rho$ is −0.0005 hartree at 5 bohr and +0.0072 hartree at 8 bohr. Integrated over all space with the change of $1-g$ from atom to pair, the atomic $\Delta e-G$ gives +0.165, +0.006 and −0.011 millihartree. Only the last is a tail effect. The region within 2.5 bohr of the nuclei, where $G$ was not matched and the neighbour slightly alters $g$, supplies +0.162, +0.011 and +0.001 of these values. The balance closes when the pair's own density replaces $a+b$, which makes the LDA term −1.030, −0.185 and −0.030 millihartree: at 8 bohr this term, exact exchange (+0.330), $G$ and the match add up to the remainder of −0.464 millihartree.

The remainder is small compared with $W$, but not compared with the true exchange-only interaction. At 10 bohr the calibrated total is −0.054 millihartree, whereas Hartree-Fock gives +0.063. The calibrated curve is attractive there and at 12 bohr. With no correlation in the calculation, this attraction is not dispersion and should not be read as binding.

The remainder is also a difference of two larger numbers. Matching outside 3 or 5 bohr gives $\alpha=0.0467$ or 0.0462, and changes the calibrated excess at 10 bohr to −0.109 or −0.094 millihartree. A change in $\alpha$ of less than 2% thus alters the remainder by up to a fifth, while the large reduction survives.

Finally, the gauge matters within a single atom too. Calibration moves the local-hybrid exchange energy of beryllium from −2.6353 to −2.6417 hartree, a shift of −6.4 millihartree. Most of that shift cancels when the separate atoms are subtracted. What does not cancel is the part created between the atoms, where $g$ changes because a second density has arrived.
